Superfilling a Pre-Dosed Copper Trench Without Accelerator in Solution

**Q:** I adsorb a little accelerator on a copper-seeded trench, rinse it, and plate in an electrolyte that contains suppressor but no accelerator. The dose is the same on the walls and on the bottom. What could make the bottom grow faster?

**A:** At the first instant, nothing does. The difference develops because the surface changes its area while it grows, and the accelerator stays on it.

Let θ be the fraction of a saturated accelerator layer present at a point. I assume that accelerator displaces suppressor, that suppressor quickly covers the rest, and that the growth speed normal to the surface is linear in coverage:

v(θ) = v0 + (v1 − v0)θ.

Here v0 is the fully suppressed speed and v1 the fully accelerated one. Accelerator floats on the advancing metal. It is neither buried nor dissolved below saturation, and it does not diffuse along the surface.

Now take a short arc of a concave surface, with radius r and opening angle φ. Its length is rφ. Growth into the liquid reduces the radius by v dt, so the length becomes (r − v dt)φ. With curvature κ = 1/r, counted positive where the metal is concave towards the liquid,

d ln(length)/dt = −κv.

The trench is long and uniform along its axis, so area changes in the same proportion. The amount θ × area is conserved, and therefore

dθ/dt = κvθ.

Concave places gain coverage, convex places lose it, and flat places keep what they have. A speed that varies along the surface also tilts the arc, but this changes its length only at second order in dt. I tested the area law by displacing an ellipse with semi-axes 1.5 and 1 at a non-uniform speed of order one. The measured and predicted contraction rates, themselves of order one, differed by at most 5 × 10⁻⁵.

**Q:** But my trench has a flat bottom and flat walls. Where is the curvature?

**A:** In the two bottom corners. Wall and bottom both advance there, surface is eliminated, and its accelerator is left on what remains. The enriched corner grows faster and spreads over the bottom.

A simple calculation replaces the varying coverage of the bottom by its average, θ_b. Let w be the initial width, y the height of the bottom, and W the gap between the walls. The walls keep the initial coverage θ0, because they are flat and nothing arrives from solution. Their speed is the constant v_s = v(θ0), so

W = w − 2v_s t.

Per unit length of trench, the bottom holds an amount θ_b W. While it rises by v_b dt, it covers that length of each wall and takes over its accelerator, 2v_bθ0 dt in total:

d(θ_b W)/dt = 2v_bθ0.

Expanding the left side with dW/dt = −2v_s gives

dθ_b/dt = 2(v_bθ0 + v_sθ_b)/W.

The first term is accelerator collected from the walls. The second is concentration of the existing amount as the bottom narrows. Neither contains a solution concentration.

**Q:** Can this be solved, or do I have to follow it numerically?

**A:** It can be solved. Since v_b = dy/dt, the balance integrates at once. Initially θ_b W = θ0w and y = 0, hence

θ_b = θ0(w + 2y)/W.

Define u = 1 + 2y/w, σ = W/w and a = (v1 − v0)θ0. Then θ_b = θ0u/σ, v_s = v0 + a, and

du/dt = (2/w)(v0 + au/σ),
dσ/dt = −2v_s/w.

Dividing the first equation by the second removes time. With p = a/v_s,

du/dσ + pu/σ = −v0/v_s.

Multiplication by σ^p turns the left side into one derivative:

d(σ^p u)/dσ = −(v0/v_s)σ^p.

Integrate from σ = 1, where u = 1:

σ^p u − 1 = v0[1 − σ^(1+p)]/[v_s(1 + p)].

The denominator is v_s + a = v0 + 2a. Putting the constant 1 over it gives the numerator v0 + 2a + v0 = 2v_s, so

u = [2v_sσ^(−p) − v0σ]/(v0 + 2a).

This holds until θ_b reaches 1. At that moment u = σ_s/θ0, where σ_s is the gap fraction at saturation. Substitution and multiplication by σ_s^p give

σ_s^(1+p) = 2v_s/[(v0 + 2a)/θ0 + v0].

The height is then y_s = w(σ_s/θ0 − 1)/2. Afterwards I hold θ_b at 1, let the excess accelerator leave without readsorbing, and move the bottom at v1.

If v1 = v0, then a = p = 0 and u = 2 − σ, which means y = w(1 − σ)/2 = v0t. Accelerator still concentrates, but the bottom gains no speed. This is why the suppressor matters: it makes bare and accelerator-covered copper grow at different rates.

**Q:** Give me numbers for a trench I might plate.

**A:** Take a width of 100 nm, a depth of 160 nm and θ0 = 0.04. For the current density i, I use 0.5 mA/cm² on suppressed copper and 20 mA/cm² on saturated copper. Two electrons are needed per copper atom, so with molar volume Ω = 7.092 cm³/mol,

v = iΩ/(2F).

This gives v0 = 0.184 nm/s and v1 = 7.35 nm/s. Then a = (7.351 − 0.184) × 0.04 = 0.287 nm/s, v_s = 0.470 nm/s and p = 0.609. The saturation equation becomes

σ_s^1.609 = 0.941/(0.757/0.04 + 0.184) = 0.0492,

so σ_s = 0.154. The bottom has then reached

y_s = 50 × (0.154/0.04 − 1) ≈ 142.5 nm

at 89.9 s. The remaining 17.5 nm takes 17.5/7.35 = 2.4 s, which puts the fill time at 92.3 s. The walls would meet at 100/(2 × 0.470) = 106 s. When the bottom reaches the mouth, a gap of 13 nm is still open.

The build-up is gradual at first. At 40 s the average bottom coverage is 0.10. At 70 s the height is 65.5 nm and the gap 34.1 nm, so θ_b = 0.04 × (100 + 131)/34.1 = 0.27. At 85 s it is 0.65. The amount on the bottom is growing while the width that carries it is shrinking.

**Q:** Averaging spreads the corner accelerator over the whole bottom at once. Are you not putting the answer in?

**A:** That is the weak point of the averaged model, so I also followed the two-dimensional shape. Each small piece of surface carried its own accelerator and moved along its own normal. No flat bottom was imposed and no surface diffusion was included.

At 40 s the averaged height is 25.3 nm, but the centre of the computed front is at 18.8 nm. That equals v_s t = 0.470 × 40 nm: the centre is still moving at the wall speed, because enrichment from the corners has not reached it; it arrives at about 53 s. By 70 s the averaged height is 65.5 nm and the front is at 63 to 64 nm; the discretisation leaves the front value uncertain by about 1 nm. The front fills the trench at 93.0 s with 1.0 nm surface pieces and at 93.3 s with 0.6 nm pieces, a value still rising with refinement, so it is best read as 1 to 2% later than the closed formula. In this calculation the walls continue above the mouth plane, so dilution at the mouth edge, which can delay the fill slightly, is left out. Averaging misses the early delay at the centre but changes the fill time little in this example.

**Q:** How do I know that the moving accelerator is responsible, and not simply the trench shape?

**A:** Change one thing at a time in the same front calculation. I stopped these controls when the gap had fallen to 4 nm, that is, after each wall had advanced 48 nm.

Without a dose, the bottom had also risen 48 nm. With the dose present but its coverage frozen at 0.04 everywhere, the bottom again rose 48 nm. The second control keeps the accelerator's effect on speed and removes its concentration by area loss. Growth is then conformal, and a 160 nm deep trench closes with a seam. In this model, then, neither the geometry nor the accelerator's presence is sufficient alone. The accelerator must be carried and concentrated by the moving surface.

**Q:** Then should I adsorb as much accelerator as possible?

**A:** No. The walls receive it too. After saturation the time left before closure is wσ_s/(2v_s), so the greatest depth H that can be filled satisfies

H/w = (σ_s/θ0 − 1)/2 + v1σ_s/(2v_s).

For a vanishing dose, a and p tend to zero, v_s tends to v0, and the saturation equation gives σ_s ≈ 2θ0. The first term tends to 1/2 and the second to zero. Saturation comes when the trench is almost closed, too late to help. For a full dose, v_s = v1 and σ_s = 1, so the first term is zero and the second is 1/2. Now the walls are as fast as the bottom. Both ends are conformal: a bottom can rise half a width before two equally fast walls meet.

Between them the limit is higher. With the two speeds fixed at the example's values, it peaks at H/w = 2.64 for a dose near 0.035. Our dose of 0.04 gives 2.63, and the trench needs 1.60. For that depth-to-width ratio the ideal dose window runs from about 0.006 to 0.20. At its edges the gap closes just as the bottom arrives, so a process needs to stay well inside them. Requiring a 4 nm gap to remain narrows the window of the averaged model to about 0.012 to 0.17. In the front calculation a dose of 0.50 raised the bottom to 83.5 nm by the time the gap was 4 nm. That is more than conformal growth gives, but well short of 160 nm.

I count success as reaching the original mouth plane. Copper growing from the mouth edge spreads around a convex corner, where coverage is diluted. Above the plane it therefore extends over the opening by less than the wall has advanced below, and the opening flares.

**Q:** Suppose my pre-dosed trench does fill. What exactly have I ruled out?

**A:** You have ruled out that continuous accelerator supply from solution is necessary for superfilling. Any explanation that needs accelerator to keep arriving during growth, or to arrive faster at the bottom than at the mouth, then fails as a general explanation. There is no such arrival in your experiment, provided that the rinse was thorough and that accelerator leaving the copper does not return. In my model, growth in an accelerator-free bath still needs the initial dose, which may have come from a solution beforehand.

You have not shown that supply is absent or unimportant when accelerator is in the plating bath. There it can provide the dose. I added uniform adsorption at a rate k(1 − θ) to the averaged model and started from a bare surface. Of nine values of k scanned, the best was 5.3 × 10⁻⁴ s⁻¹, and the bottom reached 166 nm when the gap was 4 nm. Conformal growth would have given 48 nm. The same supply law acted on walls and bottom, and it gives less to the already enriched bottom, so the selection of the bottom again came from the loss of area.

Nor does a successful fill, by itself, prove my mechanism. You should also plate an undosed trench in the same electrolyte. If that one superfills, something in the suppressor chemistry or transport is acting without accelerator.

**Q:** Would some extra supply at least help a trench that is already dosed?

**A:** Not necessarily, since it also speeds up the walls. With the dose fixed at 0.04, I added the same uniform adsorption and required the bottom to reach 160 nm before the gap fell to 4 nm. The fill reaches its limit at k = 0.0018 s⁻¹. At that rate the faster walls bring the gap to 4 nm after about 58 s. By then the supply, which acts only on the free fraction of the surface, has added 0.96 × [1 − exp(−0.0018 × 58)] ≈ 0.10 to the wall coverage, more than twice the initial dose. Supply can therefore create a useful dose on a bare surface and spoil one on a surface already dosed.

**Q:** A sceptic will say that my rinse left accelerator behind, or that it came off the copper and went back on.

**A:** Consider three amounts, using a rough saturated coverage of 5 × 10⁻¹⁰ mol/cm² and a dosing solution of 50 µmol/L.

First, the liquid inside one trench. Per centimetre of trench length it holds 8.0 × 10⁻¹⁸ mol, while the dosed walls and bottom hold 8.4 × 10⁻¹⁶ mol. The trapped liquid carries about 1% of the adsorbed amount.

Second, the liquid outside. An unrinsed film 50 µm thick would hold 2.5 × 10⁻¹⁰ mol/cm². The dose is 0.04 × 5 × 10⁻¹⁰ = 2 × 10⁻¹¹ mol/cm², so the film would hold more than ten times as much. The rinse is essential to the argument.

Third, accelerator that dissolves during plating. Let the entire dose from 1 cm² mix into 100 cm³ of bath, and let it return through a 50 µm boundary layer with an assumed diffusivity of 5 × 10⁻⁶ cm²/s. During the fill, about 0.1% of the initial dose returns. This estimate applies after mixing. It does not exclude a molecule that leaves the surface and readsorbs nearby before it escapes, so a separate measurement of retention would strengthen the case.

**Q:** How close is your example to real copper plating, and what would upset it first?

**A:** The setting is an acid copper sulfate bath with a polyether-chloride suppressor and a sulfonated thiol or disulfide accelerator. The two current densities are rough values, and their ratio of 40 is a favourable choice; a smaller ratio weakens the selection. Real walls may slope, and real growth speed need not be linear in coverage.

The assumption I would question first is perfect retention, because accelerator can be buried or deactivated. With perfect retention the averaged bottom would reach 142.5 + 7.35 × (15.4 − 4)/0.941 ≈ 232 nm by the time the gap is 4 nm. A first-order loss of 0.011 s⁻¹, or a mean lifetime of about 93 s, lowers this to 160 nm and uses up the margin. This loss acts equally everywhere and slows the walls too, so the fill then takes about 146 s. For such a loss the accelerator has to survive for a time of the same order as the fill. Burial in proportion to the growth speed acts differently: its limit is a mean burial length of about 85 nm of deposit, which is about 180 s on a wall but only about 12 s on the saturated bottom.

The other effects I sized are smaller. For 0.25 mol/L copper, depletion down the trench stays below 0.3%. This is an upper bound, because it combines the full initial depth with the narrow gap and fast bottom found only at the end. It leaves out the liquid above the wafer: across a 50 µm boundary layer, with the field growing at the wall speed, copper drops by about 2.6%, a shift common to mouth and bottom. For 100 µmol/L suppressor, with rough transport values, the initial trench width and the bath concentration maintained at the mouth, enough arrives to cover the surface in about 7 ms. Depletion outside the mouth would lengthen this time. Capillarity is the largest of these. If the bottom is rounded to half the final gap, the shift is about 10 mV and speeds growth there by a factor of about 1.2, for a transfer coefficient of 0.5. It favours concave places. For the bottom as a whole it becomes this large only when the gap is already narrow, but initially sharp bottom corners feel a shift at least as large early on, while their radius is only a few nanometres. The remaining inputs are in the program.

**Q:** Which experiment would separate your explanation from continuous supply most directly?

**A:** Use identical trenches and the same accelerator-free electrolyte, potential and rinse, and vary the initial dose alone. Stop some samples before they fill, so that the bottom height can be compared with the wall thickness.

My model predicts conformal growth at zero dose, bottom-up filling at an intermediate dose, and a seam again at a large dose. It also predicts a delay: the corners should advance first, while the centre of the bottom still keeps pace with the walls. An explanation that requires accelerator to arrive from solution during growth predicts no superfilling at any dose in this electrolyte, provided that the rinse and the retention measurement have closed the routes for accidental resupply.

Calculated quantities

```
trench width, depth: 100, 160 nm
initial coverage: 0.040
current suppressed, accelerated: 0.5, 20.0 mA/cm2
copper molar volume: 7.092 cm3/mol
speed v0, v1: 0.1838, 7.351 nm/s
wall speed: 0.4704 nm/s
a: 0.2867 nm/s; p: 0.6094
ellipse area-law largest error: 4.6e-05
saturation gap fraction: 0.1540
height at saturation: 142.5 nm
time at saturation: 89.9 s
time s | gap nm | mean coverage | height nm | front centre nm
40 | 62.4 | 0.097 | 25.3 | 18.8
70 | 34.1 | 0.271 | 65.5 | 64.1
85 | 20.0 | 0.652 | 113.1 | 111.9
fill time, closed formula: 92.31 s
fill time, direct integration: 92.31 s
fill time, front 1.0 nm mesh: 93.03 s
fill time, front 0.6 nm mesh: 93.28 s
wall closure time: 106.28 s
gap at fill, formula: 13.1 nm
gap at fill, front 0.6 nm mesh: 12.2 nm
controls stopped at gap: 4 nm
conformal height there: 48.0 nm
undosed front height: 48.0 nm
frozen-coverage front height: 48.0 nm
overdose 0.50, front height: 83.5 nm
depth/width needed: 1.60
depth/width limit at chosen dose: 2.63
best dose: 0.0348; limit: 2.64
ideal dose window: 0.0061 to 0.1963
largest tolerated loss rate: 0.01077 1/s
largest tolerated supply rate: 0.00184 1/s
undosed, best scanned supply: 5.33e-04 1/s
undosed, supplied height: 166.1 nm
rough Cu concentration: 0.25 mol/L
Cu depletion at fill: 0.24 %
rough suppressor concentration: 100 umol/L
suppressor arrival time: 6.7 ms
rough saturated accelerator: 5.0e-10 mol/cm2
rough dosing concentration: 50 umol/L
trench liquid/adsorbed accelerator: 0.95 %
bath volume, plated area: 100 cm3, 1 cm2
boundary layer: 50 um
mixed-bath resupply/initial dose: 0.092 %
rough copper surface energy: 1.8 J/m2
capillary shift at half gap: 10.1 mV
capillary rate factor, transfer 0.5: 1.22
```
